# Why weak modulation opens a gap in one dimension but not two

**Q.** When I write a weak grating along a single-mode waveguide, I get a stop band. What opens it, and is there a minimum index modulation?

**A.** Take a lossless, non-magnetic, infinitely long medium, with propagation along $x$ only. Let the pitch be $a$, let $G=2\pi/a$, and let

$$\varepsilon(x)=\varepsilon_0\,[1+\delta\cos Gx],\qquad 0<\delta\ll1,$$

where $\varepsilon_0$ is the mean relative permittivity. With $\Omega^2=\varepsilon_0\omega^2/c^2$, the field obeys

$$-E''=\Omega^2(1+\delta\cos Gx)\,E .$$

Without modulation, $\Omega=|k|$. The modulation couples $k$ to $k-G$, and it mixes the two waves most strongly when they have equal frequency. That requires $|k|=|k-G|$, so $k=G/2$. Near this point write $k=G/2+q$ and keep the two waves

$$E=Ae^{i(G/2+q)x}+Be^{i(-G/2+q)x}.$$

Since $\cos Gx=\tfrac12(e^{iGx}+e^{-iGx})$, matching each exponential gives

$$[(G/2+q)^2-\Omega^2]A=\tfrac{\delta}{2}\Omega^2B,\qquad [(G/2-q)^2-\Omega^2]B=\tfrac{\delta}{2}\Omega^2A .$$

Let $D=\Omega^2-G^2/4$. Dropping $q^2$, the brackets become $Gq-D$ and $-Gq-D$. Multiply the two equations, cancel $AB$, and put $\Omega^2\approx G^2/4$ on the right:

$$D^2-G^2q^2=\left(\frac{G^2\delta}{8}\right)^2\quad\Rightarrow\quad G^2q^2=D^2-\left(\frac{G^2\delta}{8}\right)^2 .$$

A travelling wave needs real $q$, hence $|D|\ge G^2\delta/8$. Between these limits there is none. The edges are $\Omega^2=\tfrac{G^2}{4}(1\pm\delta/2)$. Taking the square root gives $\omega=\omega_B(1\pm\delta/4)$, where $\omega_B=cG/(2\sqrt{\varepsilon_0})$, so that

$$\frac{\Delta\omega}{\omega_B}=\frac{\delta}{2}.$$

The lower edge is the standing wave $\cos(Gx/2)$, whose field is concentrated where $\varepsilon$ is high. The upper edge is $\sin(Gx/2)$.

This ideal model has no minimum modulation. For a general weak profile, the same algebra at the $m$th Bragg frequency gives, to first order in the modulation, a relative gap $|\varepsilon_m|/\varepsilon_0$, where $\varepsilon_m$ is the $m$th Fourier coefficient. A non-uniform profile has at least one non-zero coefficient, so at least one gap opens.

**Q.** Real gratings have loss and a finite length. Where does "arbitrarily weak" stop being useful?

**A.** At $D=0$ we have $q=i\kappa$ with $\kappa=G\delta/8=\pi\delta/(4a)$. For an index $n+\Delta n\cos Gx$, squaring and dropping $\Delta n^2$ gives $\delta=2\Delta n/n$. With $a=\lambda/(2n)$,

$$\kappa=\frac{\pi}{4}\,\frac{2\Delta n}{n}\,\frac{2n}{\lambda}=\frac{\pi\Delta n}{\lambda}.$$

Take silica, with a rough index of 1.444 at 1550 nm, and $\Delta n=0.01$. Then $\delta=0.02/1.444=0.01385$, and the relative gap is 0.69%. The edges lie at 1544.6 and 1555.4 nm, a width of 10.7 nm or 1.34 THz, and the field decay length is 49 µm. This is a strong grating: ultraviolet-written fibre gratings typically have amplitudes nearer $10^{-4}$ to $10^{-3}$.

A grating 1 mm long equals one decay length when $\Delta n=\lambda/(\pi L)=4.9\times10^{-4}$. Its peak reflectivity is then $\tanh^2 1$, about 58% without loss; only well below that $\Delta n$ does it reflect weakly. For a propagation loss of 1 dB/cm, the Bragg decay rate equals the amplitude loss rate at $\Delta n=5.7\times10^{-6}$. In this example, length sets the practical limit well before loss does.

**Q.** Suppose I apply the same modulation along $y$ as well. Each axis has its stop band, so why don't they combine into a complete gap?

**A.** Let "complete" mean all in-plane directions for one polarization. The structure is uniform along $z$, and

$$\varepsilon=\varepsilon_0[1+\delta(\cos Gx+\cos Gy)].$$

The Brillouin-zone boundary is now a square. On its right-hand edge, $\mathbf k=\tfrac G2(1,\tan\varphi)$, where $\varphi$ is the angle from the edge normal. The wave is still degenerate with its partner $\mathbf k-(G,0)$, but their common Bragg frequency is

$$\omega_B(\varphi)=\frac{c|\mathbf k|}{\sqrt{\varepsilon_0}}=\frac{\omega_X}{\cos\varphi}.$$

It rises from $\omega_X$ at the edge centre X to $\omega_M=\sqrt2\,\omega_X$ at the corner M, where $\varphi=45^\circ$. In 1D the boundary consists of $k=\pm G/2$, which differ by $G$ and are the same Bloch state, so there is a single Bragg frequency to split.

The local splitting does survive. For $E$ along $z$, away from the corner, the two-wave equations on the edge are

$$|\mathbf k|^2A=\Omega^2(A+\tfrac\delta2B),\qquad |\mathbf k|^2B=\Omega^2(B+\tfrac\delta2A).$$

Setting $B=\pm A$ gives $\omega=\omega_B(\varphi)(1\pm\delta/2)^{-1/2}$, which is again a relative splitting of $\delta/2$. The splittings are of order $\delta$, while the frequencies they surround are spread over 41%. Small gaps centred at such different frequencies have no common interval.

At M four waves are degenerate, $\tfrac G2(\pm1,\pm1)$. Each couples with strength $\delta/2$ to two others. The symmetric combination has the lowest frequency, $\omega_M(1+\delta)^{-1/2}$. The upper state at X is $\omega_X(1-\delta/2)^{-1/2}$, so

$$\frac{\omega_1(M)}{\omega_2(X)}\approx\sqrt2\,\sqrt{\frac{1-\delta/2}{1+\delta}} .$$

For $\delta=0.01385$ this is 1.40. The first band continues up to at least its M state, at 1104 nm. The second band already starts at or below its X state, at 1545 nm. The bands are continuous in $\mathbf k$, so together they leave no gap.

**Q.** If I sit at the X Bragg wavelength and rotate the propagation direction, when does light get through?

**A.** For $E$ along $z$, the lower edge of the local gap at angle $\varphi$ is $\omega_X(1-\delta/4)/\cos\varphi$. Band 1 reaches $\omega_X$ in that direction once this edge is at or above $\omega_X$, so the limiting angle obeys

$$\cos\varphi_c=1-\frac\delta4,\qquad 1-\frac{\varphi_c^2}{2}\approx1-\frac\delta4\quad\Rightarrow\quad \varphi_c=\sqrt{\delta/2}.$$

There are four edge centres, each blocking a range $2\varphi_c$. The blocked fraction of Bloch-vector directions is $8\varphi_c/2\pi=(4/\pi)\sqrt{\delta/2}$. In the example, $\varphi_c=4.8^\circ$ and the fraction is 10.6%. It tends to zero with $\delta$, whereas a complete gap needs 100%. This counts Bloch vectors, not directions of energy flow. Where the allowed states meet a zone edge, their group velocity turns parallel to that edge, so states with Bloch vectors near $y$ can still carry energy along $x$ at this frequency.

A wide 1D stack with free lateral propagation has the same escape route: tilting the wave raises its Bragg frequency. A single-mode waveguide removes that freedom for its guided mode, which therefore has a true stop band. In an open waveguide, radiation modes still exist at those frequencies, so the gap belongs to the guided mode only.

**Q.** Does the other polarization change the argument?

**A.** For $H$ along $z$ the equation is $-\nabla\cdot(\varepsilon^{-1}\nabla H)=(\omega/c)^2H$. To first order, $\varepsilon^{-1}=\varepsilon_0^{-1}[1-\delta(\cos Gx+\cos Gy)]$. The two gradients bring in the product of the wavevectors, so the coupling is $-\tfrac\delta2\,\mathbf k\cdot\mathbf k'$ with $\mathbf k'=\tfrac G2(-1,\tan\varphi)$. Here

$$\mathbf k\cdot\mathbf k'=|\mathbf k|^2(\sin^2\varphi-\cos^2\varphi)=-|\mathbf k|^2\cos2\varphi .$$

Hence $\omega^2=\omega_B^2(1\pm\tfrac\delta2\cos2\varphi)$, and the relative splitting is $\tfrac\delta2|\cos2\varphi|$. It is no larger than for $E$, and the spread of Bragg frequencies is unchanged. Near M this two-wave result must be replaced by a four-wave one.

**Q.** Those are perturbative estimates. Could a clever unit-cell pattern beat them?

**A.** Not below a definite contrast. For Bloch fields, the two wave equations make $\omega^2/c^2$ a stationary value of

$$\frac{\int|\nabla E|^2}{\int\varepsilon|E|^2}\qquad\text{or}\qquad\frac{\int\varepsilon^{-1}|\nabla H|^2}{\int|H|^2}.$$

For any trial field, replacing $\varepsilon$ by $\varepsilon_{\max}$ cannot raise either quotient, and replacing it by $\varepsilon_{\min}$ cannot lower it. The $n$th eigenvalue is the minimum, over $n$-dimensional trial spaces, of the largest quotient in the space, so it inherits this ordering. With $f=a/\lambda$,

$$\frac{f_n^0(\mathbf k)}{\sqrt{\varepsilon_{\max}}}\le f_n(\mathbf k)\le\frac{f_n^0(\mathbf k)}{\sqrt{\varepsilon_{\min}}}.$$

Here $f_n^0$ is the vacuum value: the distance from $\mathbf k$ to its $n$th nearest reciprocal-lattice point, in units of $G$. For the square lattice $f_1^0(M)=1/\sqrt2$ and $f_2^0(X)=1/2$, so

$$\frac{f_1(M)}{f_2(X)}\ge\sqrt{\frac{2\,\varepsilon_{\min}}{\varepsilon_{\max}}} .$$

If $\varepsilon_{\max}/\varepsilon_{\min}<2$, no pattern separates bands 1 and 2. For the triangular lattice the corner and edge-centre distances are $1/\sqrt3$ and $1/2$, and the limit is $(2/\sqrt3)^2=4/3$. These conditions guarantee overlap; exceeding them does not guarantee a gap.

**Q.** Might a higher pair of bands open at weak contrast instead?

**A.** Suppose vacuum bands $n$ and $n+1$ did not overlap. Then some radius $R$, in units of $G$, would enclose $n$ reciprocal-lattice points around almost every $\mathbf k$. All non-constant Fourier coefficients of that count would vanish. Integrating the count over one cell is the same as integrating over a whole disc, so for the square lattice the coefficient along $x$ is

$$\int_{|\mathbf q|<R}\cos(2\pi mq_x)\,d^2q=2\pi\int_0^R qJ_0(2\pi mq)\,dq=\frac{R\,J_1(2\pi Rm)}{m}.$$

For large $z$, $J_1(z)$ is proportional to $\cos(z-3\pi/4)/\sqrt z$. If every coefficient vanished, then with $\theta=2\pi R$ the phase $m\theta$ would approach $\pi/4$ modulo $\pi$. Doubling it, $2m\theta$ would approach $\pi/2$. But $2m$ is also an integer, so $2m\theta$ must approach $\pi/4$, a contradiction. Each pair therefore overlaps by a finite ratio, and each has a finite contrast threshold. The same argument along a lattice vector covers other 2D lattices.

In 1D the disc is an interval, and the coefficient is $\sin(2\pi mR)/(\pi m)$. It vanishes for all $m$ when $2R$ is an integer, which gives the Bragg frequencies.

For the first ten pairs of the square lattice, the smallest overlap ratio is 1.118. None of them can open below a permittivity ratio of $1.118^2=1.25$. This does not establish one threshold for infinitely many bands.

**Q.** What does this mean for nitride or silicon rods in silica?

**A.** Use rough indices of 2.00 for silicon nitride and 3.48 for silicon. Nitride gives $(2.00/1.444)^2=1.92$, which is below 2, so no square-lattice pattern of these two materials opens the first gap. The bound requires $f_1(M)/f_2(X)\ge1.02$; among 15 random patterns, in both polarizations, the smallest value was 1.32. The margin in index is small: above 2.042, which a silicon-rich nitride can exceed, the bound no longer decides.

Now fix the pitch at 440 nm and the rod radius at 88 nm, or $0.2a$. In $a/\lambda$, for bands 1 and 2:

| Rods, field along $z$ | Top of band 1 | Bottom of band 2 |
|---|---:|---:|
| nitride, $E$ | 0.413 | 0.342 |
| nitride, $H$ | 0.459 | 0.343 |
| silicon, $E$ | 0.270 | 0.324 |
| silicon, $H$ | 0.419 | 0.331 |

The $H$ values for the top of band 1 converge slowly: a finer calculation raises them by about 0.005 for silicon and 0.001 for nitride. The other entries change by less than 0.001.

Silicon has an $E$ gap of 18% of its mid-frequency, from $440/0.3236=1360$ nm to $440/0.2703=1628$ nm. Its first two $H$ bands still overlap, so this gap does not serve both polarizations.

**Q.** At what rod index does the $E$ gap first appear?

**A.** Let $\bar\varepsilon$ be the mean permittivity, and let $\varepsilon_{10}$ and $\varepsilon_{11}$ be the Fourier coefficients that couple waves differing by $(G,0)$ and $(G,G)$. The odd pair at X and the symmetric four waves at M give

$$f_2^2(X)=\frac{1/4}{\bar\varepsilon-\varepsilon_{10}},\qquad f_1^2(M)=\frac{1/2}{\bar\varepsilon+2\varepsilon_{10}+\varepsilon_{11}} .$$

Requiring $f_1(M)<f_2(X)$ and cross-multiplying gives $2(\bar\varepsilon-\varepsilon_{10})<\bar\varepsilon+2\varepsilon_{10}+\varepsilon_{11}$, or

$$\bar\varepsilon<4\varepsilon_{10}+\varepsilon_{11}.$$

A weak modulation fails this because its Fourier coefficients are small beside the mean. For these rods the estimated threshold index is 2.79. The full band calculation gives 2.68, a permittivity ratio of 3.4, well above the pattern-independent limit of 2.

**Q.** Would a fabricated silicon-rod device keep the 1550 nm gap?

**A.** Not necessarily, because the model's rods are infinitely tall. For rods 1 µm high, adding a vertical wavenumber $\pi/(1\,\text{µm})$ in a uniform medium of the same mean permittivity raises the frequency by about 8.6%. If both edges moved by that fraction, the long-wavelength edge would fall from 1628 to about 1500 nm, and 1550 nm would leave the gap. Two errors in this estimate work in opposite directions. Imposing the same vertical wavenumber in the rod lattice itself moves the M state that sets this edge further, to between 1440 and 1450 nm. But the field spreads into the silica above and below the rods, so the effective vertical wavenumber is smaller than $\pi/(1\,\text{µm})$. A three-dimensional calculation for 1 µm rods clad in silica puts that state between about 1490 and 1500 nm, which still leaves 1550 nm outside the gap. Common silicon device layers are only a few hundred nanometres thick, so they need a three-dimensional calculation that includes vertical leakage.

The material corrections are smaller. Heating by 60 K, with a rough silicon coefficient of $1.8\times10^{-4}$ per K, moves the long edge by 4.4 nm. Silicon's index changes by about 0.025 across the gap, and applying all of that change moves the same edge by about 10 nm.

## Numbers as computed

```
indices silica, nitride, silicon: 1.444, 2.0, 3.48
design wavelength: 1550 nm
weak grating: index amplitude 0.01, delta = 0.01385
weak grating pitch: 536.7 nm
1D gap edges: 1544.63 and 1555.36 nm
1D gap width: 10.73 nm
1D gap width: 1.339 THz
1D relative gap: computed 0.6925 %
1D relative gap: formula delta/2 0.6925 %
1D field decay length at Bragg frequency: 49.3 um
2D weak, X edges: 1544.65, 1555.38 nm
2D weak, lowest M state: 1103.6 nm
2D weak, f1(M)/f2(X): 1.3997
blocked half-angle: computed 4.767 deg
blocked half-angle: formula 4.768 deg
blocked share of directions: 10.59 %
empty-lattice overlap bands 1-2, line: 1.0000
empty-lattice overlap bands 1-2, square: 1.4142
empty-lattice overlap bands 1-2, triangular: 1.1547
smallest overlap, first 10 pairs, square: 1.1180
smallest overlap, first 10 pairs, triangular: 1.1456
eps ratio nitride/silica: 1.9183
eps ratio silicon/silica: 5.8080
nitride bound on f1(M)/f2(X): 1.0211
smallest f1(M)/f2(X), 15 random patterns: 1.3156
rod lattice: pitch 440 nm, radius 88 nm
nitride E: top band 1 0.4132, bottom band 2 0.3424 (a/lambda)
nitride E: signed gap -18.73 % (negative = overlap)
nitride H: top band 1 0.4586, bottom band 2 0.3430 (a/lambda)
nitride H: signed gap -28.84 % (negative = overlap)
silicon E: top band 1 0.2703, bottom band 2 0.3236 (a/lambda)
silicon E: signed gap 17.97 % (negative = overlap)
silicon H: top band 1 0.4193, bottom band 2 0.3307 (a/lambda)
silicon H: signed gap -23.62 % (negative = overlap)
silicon E gap edges: 1360 and 1628 nm
nitride few-wave f2(X), f1(M): 0.3426, 0.4170 (a/lambda)
nitride full f2(X), f1(M): 0.3424, 0.4132 (a/lambda)
threshold rod index, full: 2.682
threshold eps ratio, full: 3.449
threshold rod index, few-wave: 2.789
plane-wave vs grid, largest difference E: 0.08 %
plane-wave vs grid, largest difference H: 1.29 %
index amplitude matching 1 dB/cm loss: 5.68e-06
index amplitude for decay length 1 mm: 4.93e-04
heating 60 K, dn/dT 1.8e-04 per K: long edge moves 4.40 nm
silicon index slope 0.08 per um: change across gap 0.0215
that index change moves long edge by 8.75 nm
rod height 1000 nm: frequency rise about 8.6 %
nitride index where the bound ends: 2.042
```
